# Exact Block Diagonalization of the Dirac Hamiltonian in a Static Magnetic Field, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

An electron moves in a uniform magnetic field of $10^{13}$ G, with momentum $p_z$ along the field such that $cp_z=200$ keV. Its lowest positive Dirac energy is 548.74 keV. This is the energy of a free electron with the same $p_z$:

$$
\sqrt{(511.00\ \text{keV})^2+(200\ \text{keV})^2}=548.74\ \text{keV}.
$$

The field has dropped out, although it is not weak. Its energy scale $\sqrt{2|e|\hbar cB}$ is 344 keV, and the next level lies at 647.64 keV. The explanation starts from an operator identity that holds for nonuniform static fields as well. In the uniform field, the zero-point term of the orbital motion and the spin term then cancel in the lowest level. In a general nonuniform field the identity remains valid, but the lowest energy can depend on the field.

### Setting

The particle has spin one half, mass $m>0$ and signed charge $e$, so that $e=-|e|$ for an electron. Gaussian units are used. The magnetic field is $\mathbf B=\nabla\times\mathbf A$, and the Hamiltonian is

$$
H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2,\qquad
\boldsymbol\pi=\mathbf p-\frac ec\mathbf A(\mathbf r),\qquad \mathbf p=-i\hbar\nabla. \tag{1}
$$

In the Dirac representation, written in blocks of two components,

$$
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
$$

Two operators carry the argument:

$$
D=\boldsymbol\sigma\cdot\boldsymbol\pi\ \text{ on two components},\qquad
\Lambda=\boldsymbol\Sigma\cdot\boldsymbol\pi=\begin{pmatrix}D&0\\0&D\end{pmatrix}.
$$

**Assumptions.** The vector potential is smooth and independent of time. There is no electric field, and the particle has no anomalous magnetic moment. The operator $D$ is self-adjoint, with boundary conditions specified if space is a finite or periodic cell. Self-adjointness gives a meaning to functions of $D$: on a state with $D=\lambda$, the operator $f(D)$ multiplies by $f(\lambda)$. If the spectrum is continuous, the same rule holds in its spectral representation.

**Theorem.** Under these assumptions, let

$$
\mathcal E=\sqrt{m^2c^4+c^2\Lambda^2},\qquad
U=\frac{\mathcal E+mc^2+c\,\beta\gamma_5\Lambda}{\sqrt{2\mathcal E(\mathcal E+mc^2)}}. \tag{2}
$$

Then $U$ is unitary and

$$
UHU^\dagger=\beta\mathcal E
=\beta\sqrt{m^2c^4+c^2\boldsymbol\pi^2-e\hbar c\,\boldsymbol\Sigma\cdot\mathbf B}. \tag{3}
$$

Moreover, $\Lambda$ commutes with $H$, with $U$ and with $UHU^\dagger$.

With $\hbar=c=1$ the right side of (3) is $\beta\sqrt{m^2+\boldsymbol\pi^2-e\,\boldsymbol\Sigma\cdot\mathbf B}$. The expression under the root denotes the self-adjoint operator $m^2c^4+c^2\Lambda^2$. Lemmas 1 and 2 show how this operator acts on smooth functions.

### Lemma 1: the kinetic momenta do not commute

$$
[\pi_i,\pi_j]=\frac{i\hbar e}{c}\,\varepsilon_{ijk}B_k. \tag{4}
$$

*Proof.* Apply two components in succession to a smooth function $f$:

$$
\begin{aligned}
\pi_i\pi_jf&=\Big(-i\hbar\partial_i-\frac ecA_i\Big)\Big(-i\hbar\partial_jf-\frac ecA_jf\Big)\\
&=-\hbar^2\partial_i\partial_jf+\frac{i\hbar e}{c}\big[(\partial_iA_j)f+A_j\partial_if+A_i\partial_jf\big]+\frac{e^2}{c^2}A_iA_jf .
\end{aligned}
$$

The first term in the bracket comes from the product rule. Now subtract the same expression with $i$ and $j$ exchanged. The second derivative, the product $A_iA_j$ and the sum $A_j\partial_if+A_i\partial_jf$ are symmetric, so they cancel. What remains is

$$
[\pi_i,\pi_j]f=\frac{i\hbar e}{c}(\partial_iA_j-\partial_jA_i)f .
$$

From $B_k=\varepsilon_{klm}\partial_lA_m$ and $\varepsilon_{ijk}\varepsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}$ it follows that $\varepsilon_{ijk}B_k=\partial_iA_j-\partial_jA_i$. This is (4). ∎

### Lemma 2: the square of the spin projection

$$
D^2=\boldsymbol\pi^2-\frac{e\hbar}{c}\boldsymbol\sigma\cdot\mathbf B,\qquad
\Lambda^2=\boldsymbol\pi^2-\frac{e\hbar}{c}\boldsymbol\Sigma\cdot\mathbf B. \tag{5}
$$

*Proof.* The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\varepsilon_{ijk}\sigma_k$, and they commute with $\boldsymbol\pi$. Therefore

$$
D^2=\sigma_i\sigma_j\pi_i\pi_j
=\boldsymbol\pi^2+i\varepsilon_{ijk}\sigma_k\pi_i\pi_j .
$$

Since $\varepsilon_{ijk}$ is antisymmetric in $i$ and $j$, the product $\pi_i\pi_j$ may be replaced by half its commutator. With (4),

$$
i\varepsilon_{ijk}\sigma_k\,\frac12[\pi_i,\pi_j]
=\frac i2\,\frac{i\hbar e}{c}\,\varepsilon_{ijk}\varepsilon_{ijl}\,\sigma_kB_l
=-\frac{e\hbar}{c}\boldsymbol\sigma\cdot\mathbf B,
$$

because $\varepsilon_{ijk}\varepsilon_{ijl}=2\delta_{kl}$. The four-component operator $\Lambda$ contains two copies of $D$, which gives the second equality in (5). ∎

No derivative of $\mathbf B$ appears, since the square contains a single commutator of momenta. This is why a nonuniform field needs no additional term under the root.

For an electron the field term is $+(|e|\hbar/c)\boldsymbol\sigma\cdot\mathbf B$. It is lowest for spin opposite to the field. It can be negative, but $D^2$ cannot, because $\langle\chi|D^2|\chi\rangle=\|D\chi\|^2\ge0$. Hence $\langle\boldsymbol\pi^2\rangle\ge(e\hbar/c)\langle\boldsymbol\sigma\cdot\mathbf B\rangle$ in every state, and the root in (3) is well defined however strong the field is.

### Lemma 3: factorization and conservation

$$
H=c\gamma_5\Lambda+\beta mc^2,\qquad [H,\Lambda]=0. \tag{6}
$$

*Proof.* Block multiplication gives

$$
\gamma_5\Sigma_i=\begin{pmatrix}0&1\\1&0\end{pmatrix}\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}
=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix}=\alpha_i .
$$

Multiplication in the other order gives the same matrix, so $\gamma_5$ commutes with $\Sigma_i$. Contracting $\alpha_i=\gamma_5\Sigma_i$ with $\pi_i$ gives the first equation in (6). The matrix $\beta$ is a multiple of the identity in each diagonal block, so it also commutes with $\Sigma_i$. Both $\gamma_5$ and $\beta$ are constant and commute with $\boldsymbol\pi$. It follows that

$$
[H,\Lambda]=c\gamma_5[\Lambda,\Lambda]+mc^2[\beta,\Lambda]=0 .
$$

In blocks, $H$ has entries $mc^2$, $cD$, $cD$ and $-mc^2$, all of them functions of $D$. It therefore commutes with every bounded function of $\Lambda$, and so does the time evolution $e^{-iHt/\hbar}$. This is the full meaning of conservation for an unbounded operator. ∎

**Remark: two rates that cancel.** In a magnetic field, neither the spin vector nor the kinetic momentum vector is conserved as a whole, although a single component can be, such as $\pi_z$ in a uniform field along $z$. The term $\beta mc^2$ commutes with both, so the Heisenberg equations need the odd term alone. With (4),

$$
\frac{d\pi_j}{dt}=\frac i\hbar c\alpha_i[\pi_i,\pi_j]
=-e\,\varepsilon_{ijk}\alpha_iB_k=e(\boldsymbol\alpha\times\mathbf B)_j .
$$

This is the Lorentz force with velocity operator $c\boldsymbol\alpha$. For the spin, $[\Sigma_i,\Sigma_j]=2i\varepsilon_{ijk}\Sigma_k$ gives

$$
\frac{d\Sigma_j}{dt}=\frac i\hbar c\gamma_5[\Sigma_i,\Sigma_j]\pi_i
=-\frac{2c}{\hbar}\varepsilon_{ijk}\alpha_k\pi_i .
$$

The two contributions to $d\Lambda/dt$ are

$$
\begin{aligned}
\Sigma_j\frac{d\pi_j}{dt}&=e\gamma_5\,\varepsilon_{jik}\Sigma_j\Sigma_iB_k=2ie\,\boldsymbol\alpha\cdot\mathbf B,\\
\frac{d\Sigma_j}{dt}\pi_j&=-\frac c\hbar\,\varepsilon_{ijk}\alpha_k[\pi_i,\pi_j]=-2ie\,\boldsymbol\alpha\cdot\mathbf B .
\end{aligned}
$$

The first line uses the antisymmetric part $i\varepsilon_{jil}\Sigma_l$ of $\Sigma_j\Sigma_i$, and the second uses (4). Their sum vanishes. The field changes the kinetic momentum through the Lorentz force. The spin rate contains no explicit field term and is present even for a free particle. In the product with $\boldsymbol\pi$, however, it leaves a commutator of kinetic momenta, which is proportional to $\mathbf B$ and cancels the contribution of the force.

### Lemma 4: the square of the Hamiltonian

Let $O=c\gamma_5\Lambda$ be the part of $H$ that couples upper and lower components. Then

$$
\beta O=-O\beta,\qquad O^2=c^2\Lambda^2,\qquad H^2=\mathcal E^2. \tag{7}
$$

*Proof.* Direct multiplication gives

$$
\beta\gamma_5=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=-\gamma_5\beta .
$$

Since $\beta$ commutes with $\Lambda$, the first relation follows. The second follows from $\gamma_5^2=1$ and $[\gamma_5,\Lambda]=0$. Finally, using $\beta^2=1$,

$$
H^2=O^2+mc^2(O\beta+\beta O)+m^2c^4=c^2\Lambda^2+m^2c^4. \qquad ∎
$$

As a function of $\Lambda$, the operator $\mathcal E$ commutes with $\Lambda$, $\beta$, $\gamma_5$, $O$ and $H$. It is bounded below by $mc^2$. Knowing $H^2$ does not yet determine how the signs of $H$ are distributed over the components. That is the task of $U$.

### Proof of the theorem

Write $N=[2\mathcal E(\mathcal E+mc^2)]^{-1/2}$. The inverse root exists because $\mathcal E\ge mc^2>0$, and $N$ commutes with every operator used below. In this notation $U=N(\mathcal E+mc^2+\beta O)$.

*Unitarity.* Both $\beta$ and $O$ are self-adjoint, so

$$
(\beta O)^\dagger=O\beta=-\beta O,\qquad
(\beta O)^2=\beta O\beta O=-\beta^2O^2=-O^2 .
$$

Hence

$$
\begin{aligned}
UU^\dagger&=N^2(\mathcal E+mc^2+\beta O)(\mathcal E+mc^2-\beta O)\\
&=N^2\big[(\mathcal E+mc^2)^2+O^2\big].
\end{aligned}
$$

By (7), $O^2=\mathcal E^2-m^2c^4$. The bracket is therefore

$$
\mathcal E^2+2mc^2\mathcal E+m^2c^4+\mathcal E^2-m^2c^4=2\mathcal E(\mathcal E+mc^2)=N^{-2},
$$

and $UU^\dagger=1$. The two factors commute, so $U^\dagger U=1$ as well.

*Diagonalization.* Multiplying $H=O+\beta mc^2$ from the left by $\beta$ gives $\beta H=\beta O+mc^2$. Thus $U=N(\mathcal E+\beta H)$. With $H^2=\mathcal E^2$ and $\beta^2=1$,

$$
UH=N(\mathcal EH+\beta\mathcal E^2)
=\beta\mathcal E\,N(\beta H+\mathcal E)=\beta\mathcal E\,U .
$$

Multiplication from the right by $U^\dagger$ gives $UHU^\dagger=\beta\mathcal E$. Inserting (5) into $\mathcal E$ gives the second form in (3).

*Conservation.* $U$ is built from $\Lambda$, $\beta$ and $\gamma_5$, all of which commute with $\Lambda$. Hence $U\Lambda U^\dagger=\Lambda$. The same operator expression represents the conserved quantity before and after the transformation, and it commutes with $\beta\mathcal E$. ∎

**Remark: massless limit.** Where $\Lambda=0$, equation (2) gives $U=1$ for $m>0$. If $m=0$, the quotient is undefined on these states. There $H=0$, and one may set $U=1$ by definition. Equation (3) then becomes $UHU^\dagger=\beta c|\Lambda|$.

### When an electric field is present

Now let $\mathbf A$ depend on time and add a potential energy $eV(\mathbf r,t)$ to $H$. The electric field is $\boldsymbol{\mathcal F}=-\nabla V-c^{-1}\partial_t\mathbf A$.

**Proposition.** In this more general case

$$
\frac{d\Lambda}{dt}=e\,\boldsymbol\Sigma\cdot\boldsymbol{\mathcal F}. \tag{8}
$$

*Proof.* By Lemma 3, the part of the Hamiltonian without $V$ commutes with $\Lambda$ at each instant. For the rest, act on a smooth spinor $f$:

$$
[eV,\Lambda]f=-i\hbar eV\Sigma_i\partial_if+i\hbar e\Sigma_i\partial_i(Vf)=i\hbar e\,\Sigma_i(\partial_iV)f .
$$

Multiplication by $i/\hbar$ gives $-e\boldsymbol\Sigma\cdot\nabla V$. The explicit time dependence contributes $\partial_t\Lambda=-(e/c)\boldsymbol\Sigma\cdot\partial_t\mathbf A$. Their sum is (8). ∎

A changing magnetic field is accompanied by an electric field, so the assumption that $\mathbf A$ is independent of time matters. The numerical check confirms (5) and (8) symbolically for arbitrary smooth potentials and spinors.

## II. Energy levels, examples and limits

The symbols are those of the first half: $\boldsymbol\pi=\mathbf p-e\mathbf A/c$ with signed charge $e$, $D=\boldsymbol\sigma\cdot\boldsymbol\pi$ on two components, and $\Lambda=\boldsymbol\Sigma\cdot\boldsymbol\pi$, which contains two copies of $D$. For a static magnetic field without an electric field, three results are needed:

$$
H=\begin{pmatrix}mc^2&cD\\cD&-mc^2\end{pmatrix},\qquad
D^2=\boldsymbol\pi^2-\frac{e\hbar}{c}\boldsymbol\sigma\cdot\mathbf B,\qquad
UHU^\dagger=\beta\mathcal E. \tag{9}
$$

Here $\mathcal E=\sqrt{m^2c^4+c^2\Lambda^2}$, and $U$ is the unitary operator $(\mathcal E+mc^2+c\beta\gamma_5\Lambda)/\sqrt{2\mathcal E(\mathcal E+mc^2)}$. It commutes with the conserved operator $\Lambda$.

For a static magnetic field, uniform or not, the unitary operator $U$ brings the Dirac Hamiltonian exactly to the form $\beta\mathcal E$, and $\Lambda$ is conserved. It remains to find the energies and states from the spectrum of $D$, to work through examples in nonuniform and uniform fields, and to examine the limits of the expansion in powers of momentum.
